# Spin-transfer torkance of a tunnel junction from its magnetoresistance: a numerical check

```python
"""
Result under test: for a symmetric elastic magnetic tunnel junction with one
common polarisation, the zero-bias damping-like torkance is
    |d tau / dV| = hbar/(4 e) * sqrt(G_P^2 - G_AP^2) * sin(theta).
G_P, G_AP : conductance with parallel / antiparallel majority-spin directions
theta     : angle between these directions; tau : in-plane torque on one layer
TMR       : (G_P - G_AP)/G_AP ; P : Julliere polarisation

Independent road: spinor wave matching for free-electron electrodes (mass 1)
and a rectangular barrier. The scattering part uses Hartree atomic units.
The right direction is z, the left one lies in the xz plane. Currents come
from the wavefunction, for electrons incident from the left.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

hbar, e, h = sc.hbar, sc.e, sc.h
bohr = sc.physical_constants["Bohr radius"][0]
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]
nm = 1e-9 / bohr

barrier_eV, barrier_mass, barrier_nm = 1.0, 0.4, 1.0
temperature, bias = 300.0, 0.010
k_major = 0.55
PAULI = np.array([[[1, 0], [0, 1]], [[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def currents(left_k2, right_k2, kappa2, width, theta, depth=0.0):
    """Charge and x, y, z spin transmission at a depth in the right layer."""
    k_left = np.sqrt(left_k2 + 0j)
    k_right = np.sqrt(right_k2 + 0j)
    kappa = np.sqrt(kappa2)[:, None]
    speed = kappa / barrier_mass
    decay = np.exp(-kappa * width)
    reflect = (speed + 1j * k_right) / (speed - 1j * k_right)
    c, s = np.cos(theta / 2), np.sin(theta / 2)
    to_left_basis = np.array([[c, s], [-s, c]])
    back = reflect * decay**2
    matrix = to_left_basis[None] * (
        1j * k_left[:, :, None] * (1 + back)[:, None, :]
        + (speed * (back - 1))[:, None, :])
    source = 2j * k_left[:, :, None] * np.eye(2)[None]
    amplitude = np.linalg.solve(matrix, source)
    factor = (1 + reflect) * decay * np.exp(1j * k_right * depth)
    psi = factor[:, :, None] * amplitude
    slope = 1j * k_right[:, :, None] * psi
    flux = np.einsum("nas,iab,nbs->nis", psi.conj(), PAULI, slope).imag
    open_channel = left_k2 > 0
    weight = np.where(open_channel,
                      1 / np.sqrt(np.where(open_channel, left_k2, 1.0)), 0.0)
    return np.einsum("nis,ns->ni", flux, weight)


def single(k_left_minor, k_right_minor, width, theta):
    """One channel at normal incidence."""
    left = np.array([[k_major**2, k_left_minor**2]])
    right = np.array([[k_major**2, k_right_minor**2]])
    kappa2 = np.array([2 * barrier_mass * barrier_eV / hartree_eV])
    return currents(left, right, kappa2, width, theta)[0]


n_q = 800
q = (np.arange(n_q) + 0.5) * k_major / n_q
q_weight = q * (k_major / n_q) / (2 * np.pi)


def summed(k_minor, theta, energy=0.0, depth=0.0):
    """Sum over transverse momentum, per squared bohr; energy from Fermi level."""
    k2 = np.array([k_major**2, k_minor**2])[None] + 2 * energy - q[:, None]**2
    kappa2 = 2 * barrier_mass * (barrier_eV / hartree_eV - energy) + q**2
    return q_weight @ currents(k2, k2, kappa2, barrier_nm * nm, theta, depth)


def root_difference(parallel, antiparallel):
    return np.sqrt(parallel**2 - antiparallel**2)


# Angular laws and torque for a thick barrier, where tunnelling is weak.
thick = 3 * nm
par, anti = (single(0.15, 0.15, thick, t) for t in (0, np.pi))
difference = par[3]
assert abs(root_difference(par[0], anti[0]) / difference - 1) < 1e-5
for angle in np.radians([25, 60, 90, 140]):
    j = single(0.15, 0.15, thick, angle)
    on_left = j[1] * np.sin(angle) + j[3] * np.cos(angle)
    projection = difference * np.cos(angle / 2)**2
    charge = (par[0] + anti[0] + np.cos(angle) * (par[0] - anti[0])) / 2
    assert abs(on_left / projection - 1) < 1e-5
    assert abs(j[3] / projection - 1) < 1e-5
    assert abs(j[0] / charge - 1) < 1e-5
    torque_law = root_difference(par[0], anti[0]) * np.sin(angle) / 2
    assert abs(j[1] / torque_law - 1) < 1e-5


# Unequal electrodes: torque on the right layer follows the left polarisation.
def polarisation(k_minor):
    a, b = (single(k_minor, k_minor, thick, t)[0] for t in (0, np.pi))
    return np.sqrt((a - b) / (a + b))


pol_left, pol_right = polarisation(0.15), polarisation(0.08)
mixed = single(0.15, 0.08, thick, np.pi / 2)
assert abs(mixed[1] / mixed[0] / pol_left - 1) < 1e-5
assert abs(pol_left / pol_right - 1) > 0.1

# Inference from the given data.
tmr, g_par = 1.0, 1e-3
g_anti = g_par / (1 + tmr)
g_90 = (g_par + g_anti) / 2
pol = np.sqrt(tmr / (2 + tmr))
torkance = hbar / (4 * e) * root_difference(g_par, g_anti)
assert abs(hbar / (2 * e) * pol * g_90 / torkance - 1) < 1e-12
assert 1.35e-19 < torkance < 1.45e-19

# One wave-matched channel at the real thickness, tuned to the same TMR.
width = barrier_nm * nm


def single_tmr(k):
    return single(k, k, width, 0)[0] / single(k, k, width, np.pi)[0] - 1


k_one = brentq(lambda k: single_tmr(k) - tmr, 0.02, 0.2)
one_par = single(k_one, k_one, width, 0)[0]
one_torque = single(k_one, k_one, width, np.pi / 2)[1]
wave_torkance = hbar / (2 * e) * g_par * one_torque / one_par
# A finite barrier leaves multiple reflections of relative order exp(-2 kappa d).
assert abs(wave_torkance / torkance - 1) < 0.01


# All transverse momenta, tuned to the same total TMR.
def summed_tmr(k):
    return summed(k, 0)[0] / summed(k, np.pi)[0] - 1


k_sum = brentq(lambda k: summed_tmr(k) - tmr, 0.04, 0.35)
sum_par, sum_anti, sum_90 = (summed(k_sum, t) for t in (0, np.pi, np.pi / 2))
spread_ratio = 2 * sum_90[1] / root_difference(sum_par[0], sum_anti[0])
assert spread_ratio < 1
assert abs(2 * sum_90[1] / sum_par[3] - 1) < 0.02
area_um2 = g_par / (e**2 / h * sum_par[0] / bohr**2) * 1e12
diameter_nm = 2e3 * np.sqrt(area_um2 / np.pi)

# Thermal average: equal steps of Fermi occupation.
kT = sc.k * temperature / e / hartree_eV
occupation = (np.arange(40) + 0.5) / 40
levels = kT * np.log(occupation / (1 - occupation))
hot_par, hot_anti, hot_90 = (
    np.mean([summed(k_sum, t, E) for E in levels], axis=0)
    for t in (0, np.pi, np.pi / 2))
hot_ratio = 2 * hot_90[1] / root_difference(hot_par[0], hot_anti[0])
half_window = bias / hartree_eV / 2
window_change = (summed(k_sum, np.pi / 2, half_window)[1]
                 / summed(k_sum, np.pi / 2, -half_window)[1] - 1)


# Transverse spin current that survives to a given depth in the layer.
def surviving(depth_nm):
    j = summed(k_sum, np.pi / 2, depth=depth_nm * nm)
    return np.hypot(j[1], j[2]) / np.hypot(sum_90[1], sum_90[2])


left_thin, left_deep = surviving(1.5), surviving(20.0)
assert left_deep < 0.3

# Unpolarised parallel path, and a resistance in series with the junction.
leak = 0.10 * g_par
leak_ratio = (root_difference(g_par - leak, g_anti - leak)
              / root_difference(g_par, g_anti))
series = 50.0
true_par, true_anti = 1 / (1 / g_par - series), 1 / (1 / g_anti - series)
share = 1 / (1 + series * (true_par + true_anti) / 2)
series_ratio = (root_difference(true_par, true_anti) * share
                / root_difference(g_par, g_anti))
field = bias / (barrier_nm * 1e-7) / 1e6
breakdown = 10.0

print("INPUTS AND INFERENCE")
print(f"TMR = {100*tmr:.0f} percent")
print(f"parallel conductance = {g_par*1e3:.3f} mS")
print(f"antiparallel conductance = {g_anti*1e3:.3f} mS")
print(f"conductance at 90 degrees = {g_90*1e3:.3f} mS")
print(f"polarisation squared = {pol**2:.4f}, magnitude = {pol:.4f}")
print(f"sqrt(G_P^2 - G_AP^2) = {root_difference(g_par, g_anti)*1e3:.4f} mS")
print(f"hbar/(4e) = {hbar/(4*e):.4e} J s/C")
print(f"torkance at 90 degrees = {torkance:.4e} J/V")
print(f"same torkance = {torkance/e:.4f} elementary charges")
print(f"torque at {bias*1e3:.0f} mV = {torkance*bias:.3e} J")
print("WAVE-MATCHING MODEL")
print(f"barrier = {barrier_eV:.1f} eV, {barrier_nm:.1f} nm, "
      f"mass {barrier_mass:.1f} electron masses")
print(f"majority wavevector = {k_major:.3f} 1/bohr")
print(f"minority wavevector, one channel = {k_one:.4f} 1/bohr")
print(f"torkance, one channel scaled to G_P = {wave_torkance:.4e} J/V")
print(f"one channel / inferred = {wave_torkance/torkance:.5f}")
print(f"minority wavevector, summed channels = {k_sum:.4f} 1/bohr")
print(f"area giving the stated G_P = {area_um2:.4f} um2")
print(f"diameter of that area = {diameter_nm:.0f} nm")
print(f"parallel resistance-area product = {area_um2/g_par:.2f} ohm um2")
print("UNEQUAL ELECTRODES (thick-barrier test)")
print(f"left polarisation = {pol_left:.4f}, right = {pol_right:.4f}")
print(f"right-layer torque/charge ratio = {mixed[1]/mixed[0]:.4f}")
print("NEGLECTED EFFECTS")
print(f"summed channels: actual/inferred torque = {spread_ratio:.4f}")
print(f"summed-channel torkance = {spread_ratio*torkance:.3e} J/V")
print(f"actual/inferred torque at {temperature:.0f} K = {hot_ratio:.4f}")
print(f"thermal change of G_P = {100*(hot_par[0]/sum_par[0]-1):.2f} percent")
print(f"thermal TMR = {100*(hot_par[0]/hot_anti[0]-1):.1f} percent")
print(f"torque change across bias window = {100*window_change:.2f} percent")
print(f"transverse spin current left at 1.5 nm = {left_thin:.3f} of entry")
print(f"transverse spin current left at 20 nm = {left_deep:.3f} of entry")
print(f"assumed unpolarised conductance = {leak*1e3:.2f} mS")
print(f"actual/inferred torque with it = {leak_ratio:.4f}")
print(f"assumed series resistance = {series:.0f} ohm")
print(f"actual/inferred torque per terminal volt = {series_ratio:.4f}")
print(f"barrier field at this bias = {field:.2f} MV/cm")
print(f"rough breakdown field (input) = {breakdown:.0f} MV/cm")
print(f"field / breakdown field = {field/breakdown:.3f}")
print("OK")
```

Running it gives:

```
INPUTS AND INFERENCE
TMR = 100 percent
parallel conductance = 1.000 mS
antiparallel conductance = 0.500 mS
conductance at 90 degrees = 0.750 mS
polarisation squared = 0.3333, magnitude = 0.5774
sqrt(G_P^2 - G_AP^2) = 0.8660 mS
hbar/(4e) = 1.6455e-16 J s/C
torkance at 90 degrees = 1.4251e-19 J/V
same torkance = 0.8895 elementary charges
torque at 10 mV = 1.425e-21 J
WAVE-MATCHING MODEL
barrier = 1.0 eV, 1.0 nm, mass 0.4 electron masses
majority wavevector = 0.550 1/bohr
minority wavevector, one channel = 0.0566 1/bohr
torkance, one channel scaled to G_P = 1.4223e-19 J/V
one channel / inferred = 0.99804
minority wavevector, summed channels = 0.1215 1/bohr
area giving the stated G_P = 0.0130 um2
diameter of that area = 129 nm
parallel resistance-area product = 13.03 ohm um2
UNEQUAL ELECTRODES (thick-barrier test)
left polarisation = 0.2173, right = 0.4578
right-layer torque/charge ratio = 0.2173
NEGLECTED EFFECTS
summed channels: actual/inferred torque = 0.9092
summed-channel torkance = 1.296e-19 J/V
actual/inferred torque at 300 K = 0.8995
thermal change of G_P = 1.56 percent
thermal TMR = 96.5 percent
torque change across bias window = 1.60 percent
transverse spin current left at 1.5 nm = 0.534 of entry
transverse spin current left at 20 nm = 0.064 of entry
assumed unpolarised conductance = 0.10 mS
actual/inferred torque with it = 0.9309
assumed series resistance = 50 ohm
actual/inferred torque per terminal volt = 1.0215
barrier field at this bias = 0.10 MV/cm
rough breakdown field (input) = 10 MV/cm
field / breakdown field = 0.010
OK
```
